\section*{Kramers-Restricted Orbital Rotations and the Compact Symplectic Group}

If the spinors of a closed-shell relativistic determinant are optimized with an arbitrary unitary matrix, the form of the matrix does not keep each spinor tied to its time-reversed partner. A finite step can break the pairing, and half of the parameters that change the determinant describe this breaking. If one instead keeps the single real angle per pair of orbitals familiar from real, spin-free orbitals, the rotation cannot in general follow spin-orbit coupling in that spin-free product basis. In the two-pair model worked out below, that choice stops at $-1.020967$ hartree, while the minimum is $-1.032456$ hartree. The correct set of rotations lies between these extremes, and it follows from one requirement: the rotation must commute with time reversal.

Let $T$ be the antiunitary time-reversal operator for one electron, with $T^2=-1$. Take a $T$-invariant space with an orthonormal basis of $n$ Kramers pairs,
\begin{equation}
T\phi_p=\phi_{\bar p},\qquad T\phi_{\bar p}=-\phi_p,\qquad p=1,\ldots,n .
\end{equation}
In a four-component basis, $n$ counts all pairs, including those of negative energy. Since $T$ conjugates coefficients, $\psi=\sum_p(a_p\phi_p+b_p\phi_{\bar p})$ becomes
\begin{equation}
T\psi=\sum_p(-b_p^*\phi_p+a_p^*\phi_{\bar p}).
\end{equation}
With unbarred functions first, a coefficient column $c$ therefore transforms as
\begin{equation}
c\mapsto Jc^*,\qquad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad J^2=-1 ,
\end{equation}
where each entry of $J$ is an $n\times n$ block.

New orbitals are $\phi'_q=\sum_r\phi_rU_{rq}$, where $r$ runs over all $2n$ spinors. A Kramers-restricted rotation is a unitary $U$ for which $T\phi'_q=\phi'_{\bar q}$ and $T\phi'_{\bar q}=-\phi'_q$. Column $q$ of $UJ$ is column $\bar q$ of $U$, and column $\bar q$ of $UJ$ is minus column $q$ of $U$. The two pairing conditions together are thus
\begin{equation}
UJ=JU^* . \label{commute}
\end{equation}
Multiplication from the left by $U^\dagger$ gives $J=U^\dagger JU^*$. Complex conjugation, with $J$ real, then gives
\begin{equation}
U^{T}JU=J ,
\end{equation}
where the superscript denotes the transpose. The steps can be reversed for unitary $U$. This is the defining condition of a complex symplectic matrix, so the allowed rotations are
\begin{equation}
Sp(n)=U(2n)\cap Sp(2n,\mathbb C).
\end{equation}
They form a group: $UVJ=UJV^*=J(UV)^*$, and multiplying (\ref{commute}) by inverses on both sides gives $JU^{*-1}=U^{-1}J$. The group is compact because its defining equations are closed conditions on unitary matrices, whose entries are bounded.

The phase convention matters here. A common factor $e^{i\alpha}$ on all spinors leaves every determinant physically unchanged, but it satisfies (\ref{commute}) only if $e^{2i\alpha}=1$. Allowing an arbitrary common phase would enlarge the matrix group without adding closed-shell states.

Writing (\ref{commute}) in blocks fixes the second half of $U$ in terms of the first:
\begin{equation}
U=\begin{pmatrix}A&-B^*\\B&A^*\end{pmatrix}. \label{blocks}
\end{equation}
This is a quaternion matrix in complex form. Let $i,j,k$ obey $i^2=j^2=k^2=ijk=-1$. For complex $z$ one has $zj=jz^*$, so
\begin{align}
(A+jB)(C+jD)&=AC+jBC+AjD+jBjD\nonumber\\
&=(AC-B^*D)+j(BC+A^*D).
\end{align}
The last term used $jBj=j^2B^*=-B^*$. The first block column of the product of two matrices of the form (\ref{blocks}) has the same two entries, so $U\leftrightarrow A+jB$ preserves multiplication. Hermitian conjugation corresponds to transposition together with quaternion conjugation, which reverses the signs of $i,j,k$. For one pair,
\begin{equation}
q_0+q_1i+q_2j+q_3k\;\leftrightarrow\;
\begin{pmatrix}q_0+iq_1&-q_2-iq_3\\q_2-iq_3&q_0-iq_1\end{pmatrix},
\end{equation}
so that $i,j,k$ correspond to $i\sigma_z,-i\sigma_y,-i\sigma_x$.

These components have a direct meaning when $\phi_p=\chi_p\alpha$ and $\phi_{\bar p}=\chi_p\beta$ with real $\chi_p$. A real spin-free operator contributes to $q_0$. A spin-orbit operator $\xi(r)\,\mathbf l\cdot\mathbf s$ has imaginary orbital matrix elements, because $\mathbf l=-i\mathbf r\times\nabla$ in atomic units, and it contributes real multiples of $i\sigma_x,i\sigma_y,i\sigma_z$. General four-component spinors do not factor in this way, but each block of a time-reversal-invariant one-electron operator is still one quaternion.

To count parameters, put $U=1+\epsilon\kappa$ with small real $\epsilon$. Unitarity gives $\kappa^\dagger=-\kappa$, and (\ref{commute}) gives $\kappa J=J\kappa^*$. Hence $\kappa$ has the block form (\ref{blocks}), now with $A$ and $B$ denoting the blocks of $\kappa$, and
\begin{equation}
\begin{pmatrix}A^\dagger&B^\dagger\\-B^{T}&A^{T}\end{pmatrix}
=\begin{pmatrix}-A&B^*\\-B&-A^*\end{pmatrix}.
\end{equation}
Therefore $A^\dagger=-A$ and $B^{T}=B$. The matrix $A$ has $n$ imaginary diagonal entries and $n(n-1)/2$ independent complex entries, or $n^2$ real parameters. The complex symmetric matrix $B$ has $n(n+1)/2$ complex entries, or $n(n+1)$ real parameters. Their sum is
\begin{equation}
\dim Sp(n)=n^2+n(n+1)=n(2n+1). \label{dimension}
\end{equation}
In quaternion language, each diagonal entry of $\kappa$ is purely imaginary and has three parameters, while each pair of off-diagonal entries has four: $3n+4n(n-1)/2=n(2n+1)$.

These numbers are coordinates of finite rotations near the identity. There the series for $\log U$ converges, and its real coefficients preserve commutation with $T$. Also $\log U^\dagger=-\log U$, because $U^\dagger=U^{-1}$, so the logarithm is an allowed $\kappa$. Solving the linear conditions on $\kappa$ numerically gives dimensions 3, 10, 21 and 36 for $n=1$ to 4, against 4, 16, 36 and 64 for all unitary matrices.

Two smaller groups arise as restrictions. If the matrices are real in the product basis above and spin is left alone, then $B=0$ and $A$ is real. What remains is the orthogonal group, with $n(n-1)/2$ parameters and one angle per pair of orbitals. If a symmetry forbids mixing of barred with unbarred spinors but $A$ may be complex, the group is $U(n)$, with $n^2$ parameters and two per off-diagonal pair. Without such restrictions the entries are quaternions. Point-group symmetry can also make them real in the presence of spin-orbit coupling: in a $C_{2v}$ molecule such as H$_2$S, multiplying each pair by one of $1,i,j,k$ according to the symmetry of $\chi_p$ makes all couplings of a totally symmetric operator real, and one angle per pair then suffices for symmetry-preserving rotations. Conversely, the imaginary components can matter without spin-orbit coupling. In closed-shell O$_2$ they turn the occupied pair $\pi_x\alpha,\pi_x\beta$ toward $\pi_+\alpha,\pi_-\beta$, and the real restricted Hartree--Fock solution has negative curvature in these directions.

The exponential also covers the group far from the identity. If $\kappa$ is allowed, then $\kappa^mJ=J(\kappa^*)^m$ for every $m$, so $e^\kappa$ satisfies (\ref{commute}); it is unitary because $(e^\kappa)^\dagger=e^{-\kappa}$. Conversely, let $U$ be any group element and $v$ a normalized eigenvector with $Uv=e^{i\theta}v$. Then
\begin{equation}
U(Tv)=T(Uv)=T(e^{i\theta}v)=e^{-i\theta}Tv .
\end{equation}
The two vectors are orthogonal, since the number $v^\dagger Jv^*$ equals its own transpose $v^\dagger J^{T}v^*=-v^\dagger Jv^*$. Their orthogonal complement is invariant under $U$ by unitarity. It is invariant under $T$ because, for $w$ in the complement, $\langle Tv|Tw\rangle=\langle v|w\rangle^*=0$ and $\langle v|Tw\rangle=-\langle Tv|w\rangle^*=0$. The argument can be repeated there until $n$ pairs $(v_p,Tv_p)$ are found. Then
\begin{equation}
\kappa=\sum_{p=1}^n i\theta_p\left[v_pv_p^\dagger-(Tv_p)(Tv_p)^\dagger\right]
\end{equation}
is anti-Hermitian, commutes with $T$, and satisfies $e^\kappa=U$. Repeated eigenvalues, including $-1$, need no separate treatment. The eigenvalues multiply in pairs to one, so $\det U=1$ follows without being imposed. The logarithm is not unique, because any $\theta_p$ may be shifted by $2\pi$.

Most of these parameters need not change a determinant. Fill $n_o$ pairs, leave $n_v=n-n_o$ empty, and order the basis with complete occupied pairs first. With quaternion blocks,
\begin{equation}
\kappa=\begin{pmatrix}\kappa_{oo}&-X^\dagger\\X&\kappa_{vv}\end{pmatrix},\qquad
P_0=\begin{pmatrix}1&0\\0&0\end{pmatrix}.
\end{equation}
A determinant is fixed, up to phase, by the projector $P$ on its occupied space. To first order the projector changes by
\begin{equation}
[\kappa,P_0]=
\begin{pmatrix}\kappa_{oo}&0\\X&0\end{pmatrix}-
\begin{pmatrix}\kappa_{oo}&-X^\dagger\\0&0\end{pmatrix}
=\begin{pmatrix}0&X^\dagger\\X&0\end{pmatrix}.
\end{equation}
The internal blocks drop out, leaving $n_vn_o$ quaternions, or $4n_on_v$ real parameters. Each combination of one occupied and one virtual Kramers pair contributes one quaternion. The rotations that preserve the occupied space form $Sp(n_o)\times Sp(n_v)$, and subtraction of dimensions agrees:
\begin{align}
&n(2n+1)-n_o(2n_o+1)-n_v(2n_v+1)\nonumber\\
&\qquad=2\left[(n_o+n_v)^2-n_o^2-n_v^2\right]=4n_on_v .
\end{align}
For an unrestricted determinant, $X$ is any complex $2n_v\times2n_o$ matrix, with $8n_on_v$ real parameters. For $n_o=n_v=2$ the computed counts are 16 and 32, with 20 redundant restricted parameters.

The closed-shell condition is essential. For one electron in one Kramers pair there is no virtual pair, yet $Sp(1)$ moves the occupied spinor. Its three parameters include one that merely changes that spinor's phase, so the states have two real parameters, not zero.

For the occupied-virtual exponential, set $\kappa_{oo}=\kappa_{vv}=0$. Then
\begin{align}
\kappa^{2m}&=(-1)^m\begin{pmatrix}(X^\dagger X)^m&0\\0&(XX^\dagger)^m\end{pmatrix},\\
\kappa^{2m+1}&=(-1)^m\begin{pmatrix}0&-X^\dagger(XX^\dagger)^m\\X(X^\dagger X)^m&0\end{pmatrix}.
\end{align}
With $R=(X^\dagger X)^{1/2}$ and $S=(XX^\dagger)^{1/2}$, summing even and odd powers separately gives
\begin{equation}
e^\kappa=\begin{pmatrix}\cos R&-X^\dagger S^{-1}\sin S\\XR^{-1}\sin R&\cos S\end{pmatrix}. \label{exponential}
\end{equation}
The ratios are defined by their power series and equal one at a zero eigenvalue. For one occupied and one virtual pair, write $X=\theta u$ with $\theta\ge0$ and $\bar uu=1$. Then
\begin{equation}
e^\kappa=\begin{pmatrix}\cos\theta&-\bar u\sin\theta\\u\sin\theta&\cos\theta\end{pmatrix}. \label{single}
\end{equation}
The angle sets how much virtual character enters, and the unit quaternion $u$ sets its phase and spin orientation. The projector on the first column is
\begin{equation}
P=\frac12\begin{pmatrix}1+\cos2\theta&\bar u\sin2\theta\\u\sin2\theta&1-\cos2\theta\end{pmatrix}.
\end{equation}
The real number $\cos2\theta$ and the four components of $u\sin2\theta$ form a unit vector in five dimensions, so the states of this smallest case form a four-dimensional sphere. At $\theta=\pi/2$ the two pairs are interchanged and $P$ no longer depends on $u$. The coordinates are singular there, as at the pole of a sphere, although the manifold is smooth.

Any closed-shell occupied space can be reached by (\ref{exponential}). Choose a Kramers-paired orthonormal frame for it, with occupied block $C_o$ and virtual block $C_v$. The Hermitian matrix $C_oC_o^\dagger$ commutes with $T$ and has eigenvectors $f_a,Tf_a$ with eigenvalue $p_a^2$. For $p_a>0$ define $g_a=C_o^\dagger f_a/p_a$; complete these vectors and their partners to an orthonormal Kramers basis. The matrix
\begin{equation}
W=\sum_a\left[f_ag_a^\dagger+(Tf_a)(Tg_a)^\dagger\right]
\end{equation}
belongs to $Sp(n_o)$, and $C_o=PW$, where $P=(C_oC_o^\dagger)^{1/2}$ now denotes this positive factor. Multiplying the frame on the right by $W^\dagger$ leaves its space unchanged and gives blocks $P$ and $Y=C_vW^\dagger$. Orthonormality requires $P^2+Y^\dagger Y=1$. Hence one can set
\begin{equation}
P=\cos\Theta,\quad Y^\dagger Y=\sin^2\Theta,\quad X=Y\,\frac{\Theta}{\sin\Theta},
\end{equation}
with the eigenvalues of $\Theta$ between zero and $\pi/2$. It follows that $X^\dagger X=\Theta^2$, so $R=\Theta$, and the first column of (\ref{exponential}) is $(\cos\Theta,Y)$, as required. For randomly built frames this construction reproduced the projector to $6.7\times10^{-16}$ in its largest entry; the largest angle needed was 1.2297 rad.

Successive rotations must be multiplied as matrices. For two occupied-virtual generators, the occupied block of the commutator is
\begin{equation}
[\kappa_1,\kappa_2]_{oo}=X_2^\dagger X_1-X_1^\dagger X_2 .
\end{equation}
For one pair of each kind it vanishes when one $X$ is a real multiple of the other, in particular when both are real; otherwise it is a nonzero imaginary quaternion. Adding the parameters of successive steps is then not equivalent to composing the rotations. Because the commutator lies in the internal blocks, the two rotation matrices differ at second order in the step, but the occupied projectors differ only at third order.

The omitted half of the unrestricted parameters has a definite symmetry. Any complex occupied-virtual block can be written $X_++iX_-$, where $X_\pm$ are quaternionic and this $i$ is the ordinary scalar imaginary unit of the complex matrix. Since $T$ reverses that scalar, the generator $\kappa_-$ built from $iX_-$ obeys $T\kappa_-T^{-1}=-\kappa_-$. Let $\Phi_0$ be a Kramers closed shell, so that $T\Phi_0$ equals $\Phi_0$ up to phase. With the same symbols for the many-electron operators,
\begin{equation}
Te^{\kappa_-}\Phi_0=e^{-\kappa_-}T\Phi_0 .
\end{equation}
If the Hamiltonian is time-reversal invariant, both determinants have the same energy, hence $E(\kappa_-)=E(-\kappa_-)$ and the gradient in these directions is zero. Similarly $E(\kappa_++\kappa_-)=E(\kappa_+-\kappa_-)$, so the mixed second derivatives vanish. A restricted stationary point is therefore also stationary among unrestricted determinants. In a test model with a two-body interaction, the largest gradient component was 3.7146 hartree/rad for the retained directions and zero as printed for the omitted ones. A magnetic field or an open shell removes the premise. Even when it holds, the curvature in the omitted directions may be negative, and a restricted minimum may then be unstable.

Now take a noninteracting model with one occupied and one virtual pair, $\varepsilon_o=-0.50$ and $\varepsilon_v=0.10$ hartree. Their coupling is $q=0.08+0.04i+0.04j+0.02k$ hartree, so
\begin{equation}
h=\begin{pmatrix}\varepsilon_o&\bar q\\q&\varepsilon_v\end{pmatrix},\qquad
|q|^2=0.0064+0.0016+0.0016+0.0004=0.0100 .
\end{equation}
Using the first column of (\ref{single}), and a factor of two for the two electrons,
\begin{align}
E&=2\left[\varepsilon_o\cos^2\theta+\varepsilon_v\sin^2\theta
+\sin\theta\cos\theta\,(\bar qu+\bar uq)\right]\nonumber\\
&=\varepsilon_o+\varepsilon_v-\Delta\cos2\theta+2(u\cdot q)\sin2\theta,
\end{align}
where $\Delta=\varepsilon_v-\varepsilon_o=0.60$ hartree and $u\cdot q$ is the four-component scalar product. Its smallest value is $-|q|$, at $u=-q/|q|$. Minimizing over $\theta$ then gives
\begin{equation}
\tan2\theta=\frac{2|q|}{\Delta},\qquad
E_{\min}=\varepsilon_o+\varepsilon_v-\sqrt{\Delta^2+4|q|^2}. \label{minimum}
\end{equation}
Here $\tan2\theta=0.20/0.60$, so $\theta=0.160875$ rad and
\begin{equation}
X=-\theta q/|q|=-0.1287-0.0644i-0.0644j-0.0322k .
\end{equation}
The energy is $-0.40-\sqrt{0.36+0.04}=-1.032456$ hartree. Before rotation it was $-1$ hartree, so the lowering is 0.032456 hartree, or 0.8832 eV.

If $u$ may use only the first $m$ components, $|q|^2$ in (\ref{minimum}) is replaced by the sum of their squares. For $m=1,2,3,4$ the minimized energies are $-1.020967$, $-1.026099$, $-1.031189$ and $-1.032456$ hartree. The real parameter recovers about 65\% of the full lowering; the other 0.0115 hartree needs the spin-orbit components. For weak coupling, expanding the square root gives a lowering of $2|q|^2/\Delta$, here 0.0333 hartree, about 3\% above the actual lowering. In that limit the squared components contribute additively.

The new occupied spinor is
\begin{equation}
\phi'_o=0.9871\phi_o-(0.1281+0.0641i)\phi_v+(-0.0641+0.0320i)\phi_{\bar v}.
\end{equation}
Applying $T$ gives its partner with no further parameters:
\begin{equation}
T\phi'_o=0.9871\phi_{\bar o}+(0.0641+0.0320i)\phi_v+(-0.1281+0.0641i)\phi_{\bar v}.
\end{equation}
After rotation the pair energies are $-0.516228$ and $0.116228$ hartree, each doubly degenerate. For a one-electron Hamiltonian, no two-electron determinant lies below the sum of the two lowest spinor energies. That sum is $2(-0.516228)=-1.032456$ hartree, so releasing the pairing gains nothing in this model.

This particular coupling could be made real beforehand. Unit quaternions $s_o,s_v$ rotate the spinors within each pair and change $q$ to $\bar s_vqs_o$; the choice $s_o=1$, $s_v=q/|q|$ gives $|q|$. One angle then suffices for this fixed $h$, but the manifold of determinants keeps its four dimensions. With two occupied and two virtual pairs, rotations within each pair may not suffice. The product $q_{11}\bar q_{21}q_{22}\bar q_{12}$, with the virtual index first, changes to $\bar s_{v1}(\cdots)s_{v1}$. If it has an imaginary part, no rotations within the pairs can make all four couplings real, because four real couplings would make the product real.

The same energy expression shows how negative-energy pairs enter. At $q=0$ and small $\theta$, it becomes $E=2\varepsilon_o+2\Delta\theta^2$. A virtual pair above the occupied one gives positive curvature; a negative-energy pair below it gives negative curvature. The four quaternion parameters describe both rotations, but in this noninteracting limit the electronic solution is a saddle point, so an optimizer must seek stationarity with the appropriate curvature rather than the lowest energy over all rotations.

\section*{Computed values}
\begin{verbatim}
real parameters in one T-even 2x2 block: 4
n | Kramers-restricted dimension | full unitary dimension
1 | 3 | 4
2 | 10 | 16
3 | 21 | 36
4 | 36 | 64
no, nv | restricted | unrestricted | redundant restricted
1, 1 | 4 | 8 | 6
1, 2 | 8 | 16 | 13
2, 2 | 16 | 32 | 20
largest error of exp(log U), no unit: 1.2e-15
largest error of reached projector, no unit: 6.7e-16
largest rotation angle used: 1.2297 rad
interacting test model, largest gradient component:
  time-even: 3.7146 hartree/rad
  time-odd:  0.0e+00 hartree/rad
occupied, virtual energy: -0.50, 0.10 hartree
coupling q0 q1 q2 q3 (hartree): 0.08 0.04 0.04 0.02
coupling norm: 0.1000 hartree
energy before rotation: -1.000000 hartree
components used | minimized energy (hartree)
1 | -1.020967
2 | -1.026099
3 | -1.031189
4 | -1.032456
rotation angle theta: 0.160875 rad
optimal X0 X1 X2 X3 (rad): -0.128700 -0.064350 -0.064350 -0.032175
cos(theta), sin(theta): 0.987087, 0.160182
new phi_o coefficients (real, imaginary; no unit):
  phi_o: 0.987087, -0.000000
  T phi_o: 0.000000, 0.000000
  phi_v: -0.128146, -0.064073
  T phi_v: -0.064073, 0.032036
new T phi_o coefficients (real, imaginary; no unit):
  phi_o: -0.000000, 0.000000
  T phi_o: 0.987087, 0.000000
  phi_v: 0.064073, 0.032036
  T phi_v: -0.128146, 0.064073
pair energies after rotation (hartree): -0.516228, 0.116228
lowest unrestricted energy: -1.032456 hartree
energy lowering: 0.032456 hartree = 0.8832 eV
\end{verbatim}
